# Silicon's indirect gap under compression: volume and slope of the pseudopotential

## Problem

Silicon is described by a local empirical pseudopotential with lattice constant $a=0.543$ nm ($10.261$ bohr) and the rounded form factors

$$V_3=-0.21,\qquad V_8=0.04,\qquad V_{11}=0.08\ \text{Ry}.$$

The index $s$ is the squared length of the reciprocal vector in units of $(2\pi/a)^2$. All other form factors are zero, before and after compression. The values are fitted inputs, and the lattice constant is a rough typical one.

The lattice constant is reduced by one percent. Each atom keeps its screened potential $v(r)$ unchanged. Between the three given points and just beyond them, $V(q)$ is taken as the parabola in $q^2$ that passes through them.

(a) Find the change of each form factor, split into the part from the inverse cell volume and the part from the slope of $V(q)$.

(b) Find what each part does to the indirect gap.

(c) Decide whether the two parts together make up the whole gap change, and find the whole.

## Hints

1. Write the Fourier coefficient of the crystal potential as an integral over one atom. Where does $a$ enter?
2. Measure wave vectors in units of $2\pi/a$. The Hamiltonian matrix then depends on $a$ through a few numbers. List them all.
3. The first-order change of an eigenvalue is the expectation value of the change of the matrix. Consider separately what the threefold degeneracy of the valence top and the motion of the conduction minimum do to this rule.
4. Test the answer on a potential for which the whole Hamiltonian merely changes its energy scale.

## Solution

### The form factors

Place the two atoms of the primitive cell at $\pm\boldsymbol\tau$, with $\boldsymbol\tau=a(1,1,1)/8$. The cell volume is $a^3/4$, so the volume per atom is $\Omega_a=a^3/8$. Define the transform of one atom,

$$u(q)=\int v(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

The atoms in all cells together fill space with copies of $v$, so the integral over one cell becomes an integral of $v$ over all space:

$$V(\mathbf G)=\frac{1}{2\Omega_a}\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)u(G)=\frac{u(G)}{\Omega_a}\cos(\mathbf G\cdot\boldsymbol\tau).$$

The form factor is therefore $V_s=u(q_s)/\Omega_a$ with $q_s=(2\pi/a)\sqrt s$. The cosine depends on the integer indices of $\mathbf G$ alone and does not change under compression.

Let the new lattice constant be $\lambda a$, with $\lambda=1-\eta$ and $\eta=0.01$. The volume becomes $\lambda^3\Omega_a$ and the radius becomes $q_s/\lambda$. With $V(q)=u(q)/\Omega_a$ denoting the curve at the old volume,

$$V_s'=\lambda^{-3}\,V(q_s/\lambda)\simeq\lambda^{-3}\left[V_s+D_s\left(\frac1\lambda-1\right)\right],\qquad D_s=\left.q\frac{dV}{dq}\right|_{q_s}.$$

Since $\lambda^{-3}=1+3\eta+\dots$ and $1/\lambda-1=\eta+\dots$, the first-order change is

$$\delta V_s=\eta\,(3V_s+D_s).$$

The first term is the volume part: more atoms per unit volume strengthen the potential, whatever its sign. The second is the slope part: the crystal samples the atomic curve at larger $q$.

For the slopes, let $x=q^2/(2\pi/a)^2$, so that $q\,d/dq=2x\,d/dx$. The parabola through the three points is

$$V(x)=-0.21+0.05\,(x-3)-0.004583\,(x-3)(x-8).$$

Here $0.05=0.25/5$ is the mean slope between the first two points. The mean slope between the last two is $0.04/3=0.01333$, and $(0.01333-0.05)/8=-0.004583$. Differentiation gives

$$\frac{dV}{dx}=0.05-0.004583\,(2x-11),$$

which is $0.07292$, $0.02708$ and $-0.00042$ Ry at $x=3$, $8$ and $11$. Multiplication by $2x$ gives

$$D_3=0.4375,\qquad D_8=0.4333,\qquad D_{11}=-0.0092\ \text{Ry}.$$

This answers (a):

| shell | volume part (mRy) | slope part (mRy) |
|---|---|---|
| 3 | −6.30 | +4.38 |
| 8 | +1.20 | +4.33 |
| 11 | +2.40 | −0.09 |

For $V_3$ the two parts largely cancel: the volume makes it more negative, while the rising curve makes it less so. For $V_8$ they add, and $V_{11}$ sits almost at the top of the parabola, where the slope nearly vanishes.

### What else changes

In Rydberg units a plane wave of wave vector $q$ has kinetic energy $q^2$. With $\mathbf k$ and $\mathbf G$ in units of $2\pi/a$,

$$H_{\mathbf G\mathbf G'}=K\,|\mathbf k+\mathbf G|^2\,\delta_{\mathbf G\mathbf G'}+\sum_s V_s\,W^{(s)}_{\mathbf G\mathbf G'},\qquad K=\left(\frac{2\pi}{a}\right)^2 .$$

The matrix $W^{(s)}$ contains $\cos[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau]$ where $|\mathbf G-\mathbf G'|^2=s$ and zeros elsewhere. It is independent of $a$. Compression thus changes four numbers: the three $V_s$ and $K$. The last becomes $K/\lambda^2$, so $\delta K=2\eta K$. The form factors alone cannot give the whole gap change; there is a kinetic part as well.

### The first-order gap change

For a normalized eigenvector $c$ with energy $E=c^\dagger Hc$,

$$\delta E=c^\dagger(\delta H)c+E\,\delta(c^\dagger c)=c^\dagger(\delta H)c,$$

because the norm stays one. Two points need care.

The valence top at $\Gamma$ is a triplet. The perturbation has the full symmetry of the crystal, and the triplet is irreducible under that symmetry. Within the triplet $\delta H$ is therefore a multiple of the unit matrix, and its value is the average of the three expectation values.

The conduction minimum lies on the line $\Gamma$–X at $k_0=0.854$ and may move along it. Its energy changes by

$$\frac{dE_{\min}}{d\eta}=\frac{\partial E}{\partial\eta}+\frac{\partial E}{\partial k}\frac{dk_0}{d\eta},$$

and the second term vanishes because $\partial E/\partial k=0$ at a minimum. The motion has no first-order effect.

Now define differences between the conduction minimum (c) and the averaged valence top (v):

$$T=K\left(\langle|\mathbf k+\mathbf G|^2\rangle_c-\langle|\mathbf G|^2\rangle_v\right),\qquad g_s=\langle W^{(s)}\rangle_c-\langle W^{(s)}\rangle_v=\frac{\partial E_g}{\partial V_s}.$$

Inserting $\delta K=2\eta K$ and $\delta V_s=\eta(3V_s+D_s)$ gives

$$\boxed{\delta E_g=\eta\,(2T+3U+S)},\qquad U=\sum_s g_sV_s,\quad S=\sum_s g_sD_s .$$

The volume part is $3\eta U$, the slope part $\eta S$ and the kinetic part $2\eta T$. Since each energy is the expectation value of $H$, also $T+U=E_g$.

### Limiting cases

Suppose that $D_s=-pV_s$ on every shell, as for a power law $V\propto q^{-p}$. Then $S=-pU$ and

$$\delta E_g=\eta\,[2T+(3-p)U].$$

For $p=0$, an atomic potential of very short range, the slope part vanishes and the volume part stands alone beside the kinetic one. For $p=1$ the result is $2\eta(T+U)=2\eta E_g$. This is the case of hint 4: $K$ and all $V_s$ grow by the same factor $1+2\eta$, so every energy difference must do the same.

### Numbers

Diagonalization with 229 plane waves gives

$$g_3=-1.725,\qquad g_8=0.660,\qquad g_{11}=1.937 .$$

A more negative $V_3$ widens the gap, and so do larger $V_8$ and $V_{11}$. The sums are

$$U=0.3622+0.0264+0.1550=0.5435\ \text{Ry},$$

$$S=-0.7546+0.2859-0.0178=-0.4864\ \text{Ry},$$

and $T=-0.4833$ Ry. The model gap is $T+U=0.0603$ Ry, or $0.82$ eV.

The negative $T$ means that the valence top has the larger kinetic energy. Symmetry makes this plausible: the plane wave $\mathbf G=0$ is invariant under all rotations and cannot enter the triplet, whose kinetic energy is therefore at least $3K$. The conduction state can use waves below that bound: one with $|\mathbf k+\mathbf G|^2=k_0^2=0.73$ and four with $(1-k_0)^2+2=2.02$. In the computed eigenvector the single wave carries about 14% of the weight and the four together about 80%, so the four matter most. Symmetry alone does not prove the sign, which comes from the computed eigenvectors.

With $\eta=0.01$, the answer to (b) is

- volume part: $3\eta U=+16.31$ mRy $=+222$ meV;
- slope part: $\eta S=-4.86$ mRy $=-66$ meV.

By shell, the volume part is $10.87+0.79+4.65$ mRy and the slope part $-7.55+2.86-0.18$ mRy. Shell 3 decides the sign of the slope part.

For (c), the form-factor parts sum to $+11.44$ mRy, and the kinetic part is $2\eta T=-9.67$ mRy, or $-132$ meV. The whole first-order change is

$$\delta E_g=16.31-4.86-9.67=+1.78\ \text{mRy}\approx+24\ \text{meV}.$$

The small total is a difference of large terms, so modest errors in any of them matter. Second-order terms already do: evaluated at the full 1% on the parabola itself, the whole change is $+1.21$ mRy $\approx+16$ meV, as shown below.

### How good is the first order?

The derivatives were tested by diagonalizing at lattice constants 0.1% above and below $a$, with the minimum searched anew each time. The central differences agree with $2T$, $3U$, $S$ and their sum to $3.4\times10^{-6}$ Ry per unit strain.

At the full 1%, with the exact factors $\lambda^{-2}$ and $\lambda^{-3}$, the channels switched on singly give $-9.82$ (kinetic), $+16.62$ (volume) and $-4.89$ mRy (slope), which add to $+1.91$ mRy. All together give $+1.74$ mRy. The difference, $-0.17$ mRy, belongs to no single channel. It is about 1% of the volume part but 10% of the total. The first-order coefficients avoid this ambiguity.

Following the parabola itself instead of its tangent lowers the total from $1.74$ to $1.21$ mRy. Most of this comes from shell 11. There $x$ grows by $0.0203\times11=0.223$, so the curvature changes $V$ by $-0.004583\times0.223^2\approx-0.23$ mRy. With the volume factor and $g_{11}$, this lowers the gap by about $0.46$ mRy.

The minimum moves from $0.8537$ to $0.8554$ in reduced units; holding it at the old value would raise the gap by $0.0013$ mRy. Using 459 plane waves shifts the starting gap by $-0.003$ mRy and each first-order part by less than that. In a converged basis $g_8=0.659$, $S=-0.4866$ Ry and the first-order total is $1.775$ mRy, so the last digit of these numbers depends on the basis.

## Variation 1: another curve through the same points

*How far does the slope part depend on the parabola?*

Three form factors fix three values and no slope. The sensitivities $g_s$ do not depend on the interpolation, so new $D_s$ are all that is needed.

A parabola in $q$ instead of $q^2$ gives $D=(0.5700,\,0.3591,\,0.1225)$ Ry and a slope part of $-5.09$ mRy, close to the earlier one.

A cubic in $q^2$ can also be made to pass through a value at $q=0$. For this, treat the valence electrons as a free-electron gas with $k_F^3=3\pi^2n$ and $n=4/\Omega_a$. The ion of charge 4 has the transform $-32\pi/q^2$, since $e^2=2$ in Rydberg units. The dielectric function tends to $4k_F/(\pi q^2)$ at small $q$. Their quotient, divided by $\Omega_a=4/n$, is

$$V(0)=-\frac{8\pi^2}{k_F}\,\frac n4=-\frac{2\pi^2}{k_F}\,\frac{k_F^3}{3\pi^2}=-\frac23k_F^2=-0.611\ \text{Ry}.$$

This point serves to bend the curve; $V(0)$ itself shifts all levels equally and drops out of the gap. The cubic has $D=(0.565,\,0.305,\,0.272)$ Ry and a slope part of $-2.46$ mRy, half the original size. The main cause is shell 11, where the curve now still rises: this alone adds $1.937\times0.01\times0.2816$ Ry $=5.5$ mRy, partly offset by $-2.2$ mRy from shell 3 and $-0.8$ mRy from shell 8.

The first-order total becomes $+1.6$ mRy for the parabola in $q$ and $+4.2$ mRy for the cubic. The volume part is the same for all curves; the slope part carries the uncertainty of the interpolation, and that uncertainty reaches the sign of the total. A cubic spline in $q$ through $V(0)$, the three points and zeros at $s=16$ and $19$, with zero slope at both ends, already falls at shell 11. It has $D=(0.512,\,0.445,\,-0.120)$ Ry and gives a total of $-1.6$ mRy. It also has a slope at shell 16, $D_{16}=-0.217$ Ry; with $g_{16}=0.59$ this would add $-1.3$ mRy, a part that the rule of keeping all other form factors zero leaves out.

## Variation 2: screening that follows the density

*The screened potential was held rigid. Estimate the effect of letting the electrons screen better as their density rises.*

Take the bare ion as rigid instead, and divide its potential by the free-electron Lindhard function

$$\epsilon(q,k_F)=1+\frac{4k_F}{\pi q^2}\left[\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|\right],\qquad y=\frac{q}{2k_F}.$$

Compression changes $k_F$ to $k_F/\lambda$. The effect of $q$ is already in the slope part, so $q$ is held fixed here. Each form factor acquires the factor $\epsilon(q_s,k_F)/\epsilon(q_s,k_F/\lambda)$, which lowers its magnitude by $0.62$, $0.53$ and $0.46$% for shells 3, 8 and 11. Weighting these with the terms $g_sV_s$ of $U$ gives

$$-2.26-0.14-0.71=-3.10\ \text{mRy}\approx-42\ \text{meV}.$$

This exceeds the total found in (c). Added to it, the change becomes $1.78-3.10=-1.32$ mRy, about $-18$ meV. With the cubic of Variation 1 it would be $4.18-3.10=+1.08$ mRy. A semiconductor does not screen like a free-electron gas, so the estimate gives a size, not a correction to be trusted in detail.

**Comparison with real silicon.** With a rough bulk modulus of 100 GPa, the volume change of 3% needs about 3 GPa. The measured indirect gap is roughly 1.1 eV at room temperature, above the model's 0.82 eV, and it falls under pressure, by roughly 10 to 20 meV per GPa. The result of $+24$ meV for the parabola in $q^2$ therefore has the wrong sign. The model does not single out the cause. The estimated change of screening is large enough to reverse the sign for this parabola, and so is a different curve through the same form factors with the atom kept rigid, as the spline of Variation 1 shows. Nonlocality of the pseudopotential is also left out and has not been sized. Spin–orbit coupling shifts the valence top, but a splitting that stays constant under compression cancels from the gap change. The model separates the mechanisms and gives their sizes under its assumptions; it does not reliably predict the sign of their sum.

## Table of computed values

```
lattice constant (rough input): 0.543 nm
lattice constant in atomic units: 10.261 bohr
kinetic unit (2pi/a)^2: 0.37494 Ry
plane waves, main and large basis: 229 459
shell 3: V = -0.210 Ry, D = q dV/dq = 0.4375 Ry, g = dEg/dV = -1.7247
  first-order dV: volume -6.300 mRy, slope 4.375 mRy; updated V = -0.21187 Ry
  gap change: volume 10.866 mRy, slope -7.546 mRy
shell 8: V = 0.040 Ry, D = q dV/dq = 0.4333 Ry, g = dEg/dV = 0.6599
  first-order dV: volume 1.200 mRy, slope 4.333 mRy; updated V = 0.04574 Ry
  gap change: volume 0.792 mRy, slope 2.859 mRy
shell 11: V = 0.080 Ry, D = q dV/dq = -0.0092 Ry, g = dEg/dV = 1.9370
  first-order dV: volume 2.400 mRy, slope -0.092 mRy; updated V = 0.08235 Ry
  gap change: volume 4.649 mRy, slope -0.178 mRy
model indirect gap before: 60.289 mRy
model indirect gap before, converted: 0.820 eV
model indirect gap after: 62.029 mRy
conduction minimum before: 0.8537 (2pi/a)
conduction minimum after: 0.8554 (2pi/a')
T, kinetic difference: -0.48325 Ry
U, potential difference: 0.54354 Ry
S, slope sum: -0.48636 Ry
first-order kinetic part: -9.665 mRy = -131.5 meV
first-order volume part: 16.306 mRy = 221.9 meV
first-order slope part: -4.864 mRy = -66.2 meV
first-order sum: 1.778 mRy
finite 1%, kinetic channel alone: -9.819 mRy
finite 1%, volume channel alone: 16.619 mRy
finite 1%, slope channel alone: -4.887 mRy
finite 1%, sum of single channels: 1.913 mRy
finite 1%, all together: 1.740 mRy = 23.7 meV
same, full parabola instead of tangent: 1.209 mRy
error if minimum is frozen at old k: 0.0013 mRy
V(0) = -2/3 E_F used in the cubic: -0.6108 Ry
parabola in q: D = 0.5700, 0.3591, 0.1225 Ry; slope part -5.090 mRy
cubic in q^2 with V(0): D = 0.5655, 0.3053, 0.2724 Ry; slope part -2.462 mRy
screening change of V, shells 3, 8, 11: -0.623, -0.529, -0.455 %
neglected rescreening effect on gap: -3.101 mRy
bulk modulus (rough input): 100 GPa
rough pressure for 1% compression: 3.0 GPa
basis shift of gap: -0.0028 mRy
basis shift of kinetic, volume, slope parts: -0.00017, 0.00017, -0.00249 mRy
largest strain-derivative mismatch: 3.4e-06 Ry
largest form-factor-rule mismatch: 1.3e-07 Ry
```
